A film of thickness \(t\) covers a substrate. Photoelectrons excited in the substrate are detected in a direction whose cosine with the outward surface normal is \(\mu\), with \(0<\mu\le 1\). The substrate signal with the film present is \(I(t)\), and without it \(I(0)\). The effective attenuation length (EAL) \(L\) is defined by treating the attenuation as if electrons travelled in straight lines:

\[
\frac{I(t)}{I(0)}=e^{-t/(\mu L)},\qquad L=\frac{t}{\mu\ln[I(0)/I(t)]}.
\]

The question is how \(L\) compares with the inelastic mean free path \(\lambda_i\) when electrons are also scattered elastically.

**Model.** Film and substrate scatter alike. An inelastic collision removes an electron from the measured peak. Real elastic scattering, which favours some angles, is replaced by isotropic scattering with the transport mean free path \(\lambda_{tr}\). Photoemission is isotropic and uniform in depth. Refraction, surface losses and diffraction are left out. We write

\[
\frac1{\lambda_t}=\frac1{\lambda_i}+\frac1{\lambda_{tr}},\qquad
\omega=\frac{\lambda_i}{\lambda_i+\lambda_{tr}},\qquad \tau=\frac z{\lambda_t},
\]

where \(z\) is depth and \(\omega\) is the probability that a collision is elastic. Then \(\lambda_t=(1-\omega)\lambda_i\). We take \(0<\omega<1\).

## (a) Set up the transport equation for the chance of detection.

**Solution.** Consider an electron at depth \(\tau\) whose direction has outward cosine \(v\). Let \(w(\tau,v)\) be \(4\pi\) times its probability, per unit solid angle, of finally emerging in the detected direction, averaged over azimuth. In a short path \(ds\), measured in units of \(\lambda_t\), its depth changes by \(-v\,ds\). It collides with probability \(ds\), and a fraction \(\omega\) of collisions gives it a new, random direction. Hence

\[
w(\tau,v)=(1-ds)\,w(\tau-v\,ds,v)+\omega\,ds\,\phi(\tau),\qquad
\phi(\tau)=\tfrac12\int_{-1}^{1}w(\tau,v)\,dv .
\]

To first order in \(ds\),

\[
v\,\frac{\partial w}{\partial\tau}=-w+\omega\phi .
\]

An electron reaching the surface with \(v>0\) leaves, and is detected if \(v=\mu\). Its azimuth-averaged density per solid angle is \(\delta(v-\mu)/2\pi\), so \(w(0,v)=2\delta(v-\mu)\) for \(v>0\). Far inside, \(w\to0\), because the path to the surface is at least \(z\) and the chance of surviving it is at most \(e^{-z/\lambda_i}\).

Since \(\phi\) averages over isotropic initial directions, it is the emission depth distribution. Up to a constant that cancels in the ratio,

\[
I(\tau)=\int_\tau^\infty\phi(\tau')\,d\tau' .
\]

Without elastic scattering, \(\phi=e^{-\tau/\mu}\) and \(L=\lambda_i\), as the definition intends.

## (b) What bound on \(L\) follows from the balance of electrons?

**Solution.** Define \(J=\frac12\int_{-1}^1 v\,w\,dv\). Taking half the integral of the transport equation over \(v\) gives

\[
\frac{dJ}{d\tau}=-\phi+\omega\phi=-(1-\omega)\phi .
\]

As \(J\to0\) at great depth, integration from \(\tau\) to infinity gives \(J=(1-\omega)I\). Let \(\langle v\rangle=J/\phi\), the mean outward cosine weighted by \(w\). With \(dI/d\tau=-\phi\),

\[
-\frac{d\ln I}{d\tau}=\frac{\phi}{I}=\frac{1-\omega}{\langle v\rangle},
\qquad\text{so}\qquad
-\frac{d\ln I}{dz}=\frac1{\lambda_i\langle v\rangle},
\]

where the last step divides by \(\lambda_t=(1-\omega)\lambda_i\).

The weight \(w\) is nowhere negative, and the term \(\omega\phi\) spreads it over all directions. Its mean cosine is therefore below one. Integrating over the film,

\[
\ln\frac{I(0)}{I(t)}=\int_0^t\frac{dz}{\lambda_i\langle v\rangle}>\frac t{\lambda_i},
\qquad\text{hence}\qquad L<\frac{\lambda_i}{\mu}.
\]

At normal emission, \(\mu=1\), this states that \(L<\lambda_i\) for every film thickness. The cause is geometric: electrons that can be detected move obliquely on average, so they cover more than unit path, and run more risk of inelastic loss, per unit of depth gained.

At oblique emission the bound is weaker. The straight-line reference is then itself oblique, with cosine \(\mu\). By the integral above, \(L\) is below \(\lambda_i\) when the average of \(1/\langle v\rangle\) over the film exceeds \(1/\mu\), and above \(\lambda_i\) when that average is smaller than \(1/\mu\).

## (c) Find the Laplace transform of \(\phi\) in terms of its surface value.

**Solution.** Solve the transport equation along each direction. For \(v>0\),

\[
w=2\delta(v-\mu)e^{-\tau/\mu}+\frac\omega v\int_0^\tau e^{-(\tau-\tau')/v}\phi(\tau')\,d\tau',
\]

and for \(v<0\),

\[
w=\frac{\omega}{|v|}\int_\tau^\infty e^{-(\tau'-\tau)/|v|}\phi(\tau')\,d\tau' .
\]

Averaging over \(v\), with \(E_1(x)=\int_0^1e^{-x/v}\,dv/v\), yields

\[
\phi=e^{-\tau/\mu}+\omega\Lambda\phi,\qquad
\Lambda f(\tau)=\tfrac12\int_0^\infty E_1(|\tau-\tau'|)f(\tau')\,d\tau' .
\]

Because \(\int_0^\infty E_1\,dx=1\), \(\Lambda\) cannot increase \(\int|f|\,d\tau\). The difference \(d\) of two integrable solutions obeys \(d=\omega\Lambda d\), so it vanishes: the solution is unique.

Write \(\phi(\tau,\mu)\) to show the emission cosine, and \(H(\mu)=\phi(0,\mu)\). Substituting \(x=\tau'-\tau\) in \(\Lambda f\) before differentiating shows that \((\Lambda f)'=\frac12E_1(\tau)f(0)+\Lambda f'\). Thus

\[
\phi'=-\frac1\mu e^{-\tau/\mu}+\frac\omega2H(\mu)\int_0^1e^{-\tau/\mu'}\frac{d\mu'}{\mu'}+\omega\Lambda\phi' .
\]

This is the same integral equation for \(\phi'\), driven by a sum of exponentials. Each exponential \(e^{-\tau/\mu'}\) produces the solution \(\phi(\tau,\mu')\). By linearity and uniqueness,

\[
\phi'(\tau,\mu)=-\frac{\phi(\tau,\mu)}\mu+\frac\omega2H(\mu)\int_0^1\phi(\tau,\mu')\frac{d\mu'}{\mu'} .
\]

Let \(\hat\phi(s,\mu)=\int_0^\infty e^{-s\tau}\phi\,d\tau\). The transform of \(\phi'\) is \(s\hat\phi-H(\mu)\), so

\[
\Big(s+\frac1\mu\Big)\hat\phi(s,\mu)=H(\mu)G(s),\qquad
G(s)=1+\frac\omega2\int_0^1\hat\phi(s,\mu')\frac{d\mu'}{\mu'} .
\]

Inserting \(\hat\phi(s,\mu')=\mu'H(\mu')G(s)/(1+s\mu')\) into \(G\) and dividing by \(G\) gives

\[
\frac1{G(s)}=D(s)\equiv1-\frac\omega2\int_0^1\frac{H(\mu')}{1+s\mu'}\,d\mu',\qquad
\hat\phi(s,\mu)=\frac{\mu H(\mu)}{(1+s\mu)D(s)} .
\]

One more relation links \(H\) and \(D\). Since \(e^{-\tau/\nu}=(1-\omega\Lambda)\phi(\tau,\nu)\) and the kernel of \(\Lambda\) is symmetric, \(\hat\phi(1/\nu,\mu)=\hat\phi(1/\mu,\nu)\). The integral equation at \(\tau=0\) then reads

\[
H(\mu)=1+\frac\omega2\int_0^1\hat\phi(1/\nu,\mu)\frac{d\nu}\nu
=1+\frac\omega2\int_0^1\hat\phi(1/\mu,\nu)\frac{d\nu}\nu=G(1/\mu),
\]

that is, \(H(\mu)D(1/\mu)=1\).

## (d) Find the EAL of a very thin film.

**Solution.** The value \(D(0)\) is needed. Written out, \(H(\mu)D(1/\mu)=1\) is

\[
H(\mu)\,\frac\omega2\,\mu\int_0^1\frac{H(\mu')}{\mu+\mu'}\,d\mu'=H(\mu)-1 .
\]

Multiply \(D(s)\) by \(D(-s)\) for \(|s|<1\). The double integral is simplified by

\[
\frac1{(1+s\mu)(1-s\mu')}=\frac1{\mu+\mu'}\left[\frac\mu{1+s\mu}+\frac{\mu'}{1-s\mu'}\right].
\]

By the preceding relation, its two parts become \(\frac\omega2\int_0^1(H-1)/(1\pm s\mu)\,d\mu\). The terms containing \(H\) cancel the single integrals in the product, leaving

\[
D(s)D(-s)=1-\frac\omega2\int_0^1\left[\frac1{1+s\mu}+\frac1{1-s\mu}\right]d\mu
=1-\frac{\omega\,\operatorname{artanh}s}{s}.
\]

As \(s\to0\), \(D(0)^2=1-\omega\). Since \(G(0)>0\), the positive root applies. Therefore

\[
I(0)=\hat\phi(0,\mu)=\frac{\mu H(\mu)}{\sqrt{1-\omega}},\qquad
-\frac{d\ln I}{d\tau}\bigg|_0=\frac{H(\mu)}{I(0)}=\frac{\sqrt{1-\omega}}\mu .
\]

For \(t\to0\), \(\ln[I(0)/I(t)]\simeq\sqrt{1-\omega}\,t/(\mu\lambda_t)\), and

\[
L\to\frac{\lambda_t}{\sqrt{1-\omega}}=\lambda_i\sqrt{1-\omega}<\lambda_i
\]

at every fixed \(\mu>0\). In the language of (b), \(\langle v\rangle=\mu\sqrt{1-\omega}\) at the surface, below \(\mu\): the surface weight includes electrons that start inward and must be turned back.

The limit is approached steeply. The term \(\frac\omega2H(\mu)E_1(\tau)\) in \(\phi'\) diverges logarithmically at the surface, so \(\phi/I\) initially rises and \(L\) initially falls with thickness, at every angle. At grazing emission the fall is slight and soon reversed: in the example of (f), \(L\) at 75° is rising again before the film is 0.1 nm thick, less than one atomic layer, so at such angles the initial fall is a property of the continuum limit and no real film would show it.

## (e) Find the EAL of a very thick film, and the angle beyond which it exceeds \(\lambda_i\).

**Solution.** The slowest decay of \(\phi\) comes from the rightmost singularity of \(\hat\phi(s,\mu)\). The function \(D\) is analytic except on the cut \(s\le-1\). For complex \(s\),

\[
\operatorname{Im}D=\frac\omega2\operatorname{Im}s\int_0^1\frac{\mu H(\mu)}{|1+s\mu|^2}\,d\mu ,
\]

so zeros off the cut must be real. For real \(s>-1\), \(D\) increases with \(s\). It is positive at \(s=0\) and tends to \(-\infty\) as \(s\to-1\). There is thus one zero, \(s=-\kappa\) with \(0<\kappa<1\), and the product formula fixes it:

\[
\frac{\omega\,\operatorname{artanh}\kappa}\kappa=1 .
\]

The resulting pole gives \(\phi\propto e^{-\kappa\tau}\). The remaining singularities, including \(s=-1/\mu\), lie at \(s\le-1\) and contribute terms that decay at least as fast as \(e^{-\tau}\). Hence \(\ln[I(0)/I(t)]\) grows as \(\kappa t/\lambda_t\) plus a constant, and

\[
L\to\frac{\lambda_t}{\kappa\mu}=\lambda_i\,\frac{1-\omega}{\kappa\mu},\qquad \langle v\rangle\to\frac{1-\omega}\kappa .
\]

To place this limit, use the series

\[
\operatorname{artanh}\kappa=\sum_{n\ge0}\frac{\kappa^{2n+1}}{2n+1}<\sum_{n\ge0}\kappa^{2n+1}=\frac\kappa{1-\kappa^2}.
\]

It gives \(\omega=\kappa/\operatorname{artanh}\kappa>1-\kappa^2\), or \(\sqrt{1-\omega}<\kappa\). At normal emission, therefore,

\[
\lambda_i\frac{1-\omega}\kappa<\lambda_i\sqrt{1-\omega}<\lambda_i .
\]

The thick-film limit is the lower of the two. At other angles it exceeds \(\lambda_i\) when

\[
\mu<\mu_c=\frac{1-\omega}\kappa .
\]

The straight-line reference \(e^{-t/(\mu\lambda_i)}\) equals \(e^{-(1-\omega)\tau/\mu}\). For \(\mu<\mu_c\) it dies faster than the actual signal, which falls as \(e^{-\kappa\tau}\). In the language of (b), \(\langle v\rangle\) deep in the film then exceeds \(\mu\): the electrons that will be detected gain more depth per unit path than a straight line in the detected direction would. The unqualified claim that the EAL is shorter than \(\lambda_i\) is therefore false at grazing emission from sufficiently thick films.

Two limits help to read the result.

- **Strong elastic scattering**, \(\omega\to1\): \(\kappa/\operatorname{artanh}\kappa\simeq1-\kappa^2/3\), so \(\kappa\simeq\sqrt{3(1-\omega)}\). At normal emission \(L\to\lambda_i\sqrt{(1-\omega)/3}\simeq\sqrt{\lambda_i\lambda_{tr}/3}\), a diffusion length.
- **Weak elastic scattering**, \(\omega\to0\): \(\kappa\to1\), and the thick-film limit tends to \(\lambda_i/\mu\), not \(\lambda_i\). The limits \(t\to\infty\) and \(\omega\to0\) do not commute at oblique emission, where the opposite order gives \(\lambda_i\): however rare, deflected electrons dominate at oblique emission once the film is thick enough.

## (f) Evaluate a 3 nm film with \(\lambda_i=2\) nm and \(\lambda_{tr}=4\) nm.

**Solution.** These are round model parameters. They give \(\omega=2/6=0.333\), \(\lambda_t=1.333\) nm and \(\kappa=0.9949\). The thin-film EAL is \(2\sqrt{2/3}=1.633\) nm at all angles. The thick-film value at normal emission is \(2(0.6667)/0.9949=1.340\) nm. The critical cosine is \(\mu_c=0.670\), an emission angle of 47.9°.

At normal emission the solution of the integral equation gives \(I(t)/I(0)=0.1303\), against \(e^{-3/2}=0.2231\) without elastic scattering. Then

\[
L=\frac{3\ \text{nm}}{-\ln0.1303}=\frac{3\ \text{nm}}{2.038}=1.472\ \text{nm}.
\]

If \(\lambda_i\) were used in place of \(L\), the inferred thickness would be \(2\times2.038=4.08\) nm, which is 36% above the true 3 nm.

At 75°, \(\mu=0.2588\) and \(I(t)/I(0)=0.01209\), four times the straight-line value 0.00304. Here

\[
L=\frac{3\ \text{nm}}{0.2588\times4.415}=2.63\ \text{nm},
\]

and the thickness inferred with \(\lambda_i\) is 2.29 nm, 24% too small. The mean cosines at 3 nm depth show the difference: \(\langle v\rangle=0.712\) is below \(\mu=1\) at normal emission, but \(\langle v\rangle=0.551\) is above \(\mu=0.259\) at 75°.

The EAL depends on thickness as follows, in nm:

| \(t\) | 0° | 45° | 60° | 75° |
|---|---|---|---|---|
| 0.5 | 1.557 | 1.574 | 1.600 | 1.707 |
| 2 | 1.493 | 1.540 | 1.639 | 2.250 |
| 8 | 1.427 | 1.567 | 1.977 | 3.612 |
| 16 | 1.401 | 1.646 | 2.226 | 4.180 |

At 75° the EAL passes \(\lambda_i\) at a thickness of 1.39 nm, and at 80° already at 0.69 nm. At 60°, also beyond the critical angle, the crossing comes between 8 and 16 nm. At 45° the tabulated values stay below \(\lambda_i\), as does the thick-film limit \(1.340/0.7071=1.90\) nm. For intermediate thicknesses at such oblique angles this is a numerical finding; the bound in (b) proves \(L<\lambda_i\) for all thicknesses at normal emission.

At 75° and 16 nm the EAL, 4.18 nm, is still well below its thick-film limit, \(1.340/0.2588=5.18\) nm. The approach is slow because, by (e), \(\ln[I(0)/I(t)]\) tends to \(\kappa t/\lambda_t\) plus a constant, so even in the end the relative distance of \(L\) from its limit falls only as \(1/t\). The constant itself is reached gradually, since \(\kappa\) is here so close to 1 that the other terms fade only slowly relative to \(e^{-\kappa\tau}\). At 75° and 16 nm the signal is already below \(10^{-6}I(0)\), so the limit shows the trend but is not a value to use in practice. At 75° a film of a few nanometres therefore needs the EAL at its own thickness. At 0° and 45° the EAL varies much less: the tabulated values from 0.5 to 8 nm all lie between 1.42 and 1.58 nm.

An independent Monte Carlo simulation of electron paths in the same model gives signal ratios of \(0.1302\pm0.0002\) at 0° and \(0.0121\pm0.0001\) at 75°, in agreement with the integral equation. This checks the solution, not the model. Elastic scattering that favours some angles, anisotropic photoemission, a film and substrate that scatter differently, or diffraction in a crystal would change the numbers and require a new calculation. In particular, the angle-independent thin-film value in (d) belongs to isotropic scattering. With strongly forward-peaked scattering (Henyey–Greenstein, mean cosine 0.9) and the same \(\lambda_{tr}\), a 0.1 nm film in the example has \(L\approx1.7\) nm at 0° but \(L\approx1.3\) nm at 75°. At 3 nm \(L\) still lies below \(\lambda_i\) at 0° (about 1.4 nm) and above it at 75° (about 3.0 nm). Anisotropic photoemission can even reverse the comparison with \(\lambda_i\): the bound in (b) assumes isotropic emission, and if few electrons start towards the detector, \(L\) can exceed \(\lambda_i\) for a thin film even at normal emission. The remaining values are in the numerical output.

## Computed results

```
inelastic mean free path lambda_i = 2.0 nm
transport mean free path lambda_tr = 4.0 nm
total mean free path lambda_t = 1.3333 nm
omega = 0.3333, kappa = 0.99490
thin-film EAL, all angles = 1.6330 nm
thick-film EAL, normal emission = 1.3402 nm
critical cosine mu_c = 0.6701, angle = 47.93 deg
film thickness = 3.0 nm; values at this thickness:
  0 deg: I/I0 = 0.13032, without elastic = 0.22313
   EAL = 1.472 nm, mean cosine = 0.7120
   thickness inferred with lambda_i = 4.076 nm
 45 deg: I/I0 = 0.06322, without elastic = 0.11987
   EAL = 1.537 nm, mean cosine = 0.5427
   thickness inferred with lambda_i = 3.905 nm
 60 deg: I/I0 = 0.02868, without elastic = 0.04979
   EAL = 1.689 nm, mean cosine = 0.4692
   thickness inferred with lambda_i = 3.551 nm
 75 deg: I/I0 = 0.01209, without elastic = 0.00304
   EAL = 2.625 nm, mean cosine = 0.5514
   thickness inferred with lambda_i = 2.286 nm
EAL in nm at 0, 45, 60, 75 deg for film thickness:
  0.5 nm: 1.557, 1.574, 1.600, 1.707
  1.0 nm: 1.527, 1.555, 1.605, 1.855
  2.0 nm: 1.493, 1.540, 1.639, 2.250
  4.0 nm: 1.458, 1.538, 1.749, 2.921
  8.0 nm: 1.427, 1.567, 1.977, 3.612
 16.0 nm: 1.401, 1.646, 2.226, 4.180
EAL equals lambda_i at 75 deg for thickness = 1.388 nm
EAL equals lambda_i at 80 deg for thickness = 0.685 nm
Monte Carlo I/I0 at 0 deg = 0.13020 +- 0.00021
Monte Carlo I/I0 at 75 deg = 0.01212 +- 0.00008
strong case: omega = 0.8, kappa = 0.71041
strong case: critical angle = 73.65 deg
strong case: EAL/lambda_i at tau = 25, 0 deg = 0.2879
strong case: EAL/lambda_i at tau = 25, 60 deg = 0.5505
strong case: EAL/lambda_i at tau = 25, 80 deg = 1.5587
largest mean cosine found = 0.8165
largest relative error, thin-film law = 5.9e-05
largest error, factorization = 1.8e-06
largest relative error, Laplace formula = 7.0e-06
largest relative error, current balance = 1.1e-04
largest relative error, deep decay = 2.7e-04
```
